# Why a Kelvin resistor with contact overlap misreads contact resistivity

A square contact, 4 µm on a side, has a contact resistivity of 25 Ω µm². It sits on a semiconductor sheet of 100 Ω per square that extends 1 µm beyond it on two opposite flanks. An idealised four-terminal Kelvin measurement, with a uniform feed current and no net current in the voltage leads, gives 5.21 Ω. Multiplied by the contact area of 16 µm², this is 83.4 Ω µm², more than three times the true value. The voltmeter and the current source are both ideal. Where does the excess come from?

## The belief and its appeal

In a cross-bridge Kelvin resistor, current enters through one semiconductor arm, crosses the contact and leaves through the metal. The voltage is taken between a second semiconductor arm, the tap, and a second metal arm. The belief is that the ratio $R_K=V/I$ is then the resistance of the interface alone, so that

$$
\rho_{\rm ext}=R_KA
$$

is the contact resistivity $\rho_c$, with $A$ the contact area.

Part of this is right. A lead that carries no net current adds no series drop, so the resistance of the voltage arms drops out. The distant feed does carry the current, but its voltage drop lies outside the points between which the voltage is taken. But a four-terminal measurement reports the potential at the place where the tap joins the device. It equals the interface voltage only if that place has the average potential of the semiconductor under the contact. Whether it does is a question about current in the sheet.

## The sheet model

Take the metal as an equipotential at zero. Let the semiconductor be a thin sheet with potential $u(x,y)$ and uniform sheet resistance $R_s$, and let the contact be ohmic with uniform $\rho_c$. The resistance of the metal and the current spreading through the depth of the semiconductor are left out; the second omission requires a layer much thinner than the transfer length defined below. The sheet resistance is also taken to be the same under the contact as beside it, which an alloyed or silicided contact need not respect.

The sheet current per unit width is $\mathbf K=-\nabla u/R_s$, and the current density passing up into the metal is $u/\rho_c$. What leaves the sheet must be supplied by it, so $\nabla\cdot\mathbf K=-u/\rho_c$ under the contact. Therefore

$$
\nabla^2u=\frac{u}{\lambda^2}\ \text{(contact)},\qquad
\nabla^2u=0\ \text{(overlap)},\qquad
\lambda=\sqrt{\rho_c/R_s}.
$$

The transfer length $\lambda$ is the distance over which the sheet gives up its current to the metal. Here $\lambda=\sqrt{25/100}=0.5$ µm.

All of $I$ leaves through the contact, so $\int_A u\,dA/\rho_c=I$. The mean potential under the contact is thus

$$
\langle u\rangle_A=\frac{I\rho_c}{A},
\qquad\text{and}\qquad
R_K=\frac{\rho_c}{A}+\frac{V-\langle u\rangle_A}{I}.
$$

The first term is what one wants to measure. The second is the difference between two potentials in the same sheet, and it is the whole error of the extraction.

Now fix the geometry. The contact has length $L$ along the feed direction $x$ and fills the pad in that direction. Across the feed, along $y$, it has width $a$. The sheet extends beyond it by $\delta_n$ on the flank near the tap and by $\delta_f$ on the far flank, so the pad width is $W=a+\delta_n+\delta_f$. The far flank occupies $0<y<\delta_f$, and the tap lies along the edge $y=W$.

The current enters uniformly over the edge $x=0$:

$$
\left.\frac{\partial u}{\partial x}\right|_{x=0}=-\frac{R_sI}{W}.
$$

No current crosses the other edges. The ideal tap draws no current at any point and reads the average of $u$ along its edge. The average is the natural choice: in a long arm with insulated sides and no net current, the average over the cross-section does not change along the arm. A real arm does let current enter at one part of its mouth and leave at another, an effect taken up below.

## One average removes the crowding

Since the tap averages over $x$, define $v(y)=(1/L)\int_0^L u\,dx$. Let $\chi(y)$ be 1 under the contact and 0 in the overlap. Then

$$
v''=\frac1L\int_0^L\left(\frac{\chi u}{\lambda^2}-\frac{\partial^2u}{\partial x^2}\right)dx
=\frac{\chi v}{\lambda^2}-\frac1L\left[\frac{\partial u}{\partial x}\right]_{0}^{L}.
$$

The slope is zero at $x=L$ and $-R_sI/W$ at $x=0$, so the last bracket equals $+R_sI/W$. Hence

$$
v''=\frac{\chi v}{\lambda^2}-s,\qquad s=\frac{R_sI}{LW}.
$$

This is an ordinary differential equation, but no one-dimensional approximation was made. It closes because the contact fills the pad in $x$, so that $\chi$ depends on $y$ alone.

Without overlap, $W=a$ and the slope $v'$ vanishes at both contact edges. The solution is the constant $v=s\lambda^2=I\rho_c/A$, and the Kelvin reading is right. This holds however unevenly the contact is used. In that case $u$ varies as $\cosh[(L-x)/\lambda]$, and for $L/\lambda=8$ the potential at the front edge is about 1490 times that at the back. The tap spans the whole length and averages this out. The success of the aligned device makes the belief tempting, and it also shows that current crowding along the feed is not by itself the fault.

## What the flanks add

In the near flank $v''=-s$, with $v'(W)=0$ at the outer edge. Integrating inward,

$$
v'(y)=s(W-y),\qquad
v(W)-v(W-\delta_n)=\frac{s\delta_n^2}{2}.
$$

The positive slope means that current flows towards smaller $y$, from the flank into the contact. Its total at the contact edge is $Lv'/R_s=Ls\delta_n/R_s=I\delta_n/W$. This is just the share of the feed current that was injected into the flank. It has to travel sideways to reach the metal, and the tap sits at the high end of the resulting drop.

In the far flank $v'(0)=0$, so $v'(y)=-sy$, and the slope at the contact edge is $-s\delta_f$.

Under the contact, put $t=y-\delta_f$ and $\theta=a/\lambda$. The general solution is

$$
v=s\lambda^2+P\cosh\frac t\lambda+Q\sinh\frac t\lambda .
$$

Potential and sheet current are continuous, so $v$ and $v'$ match at both edges. At $t=0$ the slope is $Q/\lambda=-s\delta_f$, which gives $Q=-s\lambda\delta_f$. At $t=a$ the slope is $s\delta_n$:

$$
\frac{P\sinh\theta+Q\cosh\theta}{\lambda}=s\delta_n
\quad\Rightarrow\quad
P=s\lambda\,\frac{\delta_n+\delta_f\cosh\theta}{\sinh\theta}.
$$

Insert both constants at $t=a$. The terms in $\delta_f$ combine through $\cosh^2\theta-\sinh^2\theta=1$, leaving

$$
v(W-\delta_n)=s\lambda^2+s\lambda\left(\delta_n\coth\theta+\frac{\delta_f}{\sinh\theta}\right).
$$

The tap voltage $V$ is this plus $s\delta_n^2/2$. Multiply by $A/I=La/I$, using $sLa/I=R_sa/W$, and divide by $\rho_c=R_s\lambda^2$:

$$
\frac{\rho_{\rm ext}}{\rho_c}=\frac aW\left[1+\frac{\delta_n}{\lambda}\coth\theta+\frac{\delta_f}{\lambda\sinh\theta}+\frac{\delta_n^2}{2\lambda^2}\right].
$$

## The sign of the error

To compare with a correct reading, write $1=(a/W)(1+\delta_n/a+\delta_f/a)$ and subtract. With $a/\lambda=\theta$,

$$
\frac{\rho_{\rm ext}}{\rho_c}-1=\frac aW\left[\frac{\delta_n^2}{2\lambda^2}
+\frac{\delta_n}{a}(\theta\coth\theta-1)
-\frac{\delta_f}{a}\left(1-\frac{\theta}{\sinh\theta}\right)\right].
$$

Both round brackets are positive for $\theta>0$. Near overlap raises the reading and far overlap lowers it, so overlap as such does not fix the sign.

For a centred contact, $\delta_n=\delta_f=\delta$. Let $z=\theta/2$. The half-angle identity $\coth\theta+1/\sinh\theta=\coth z$ turns the two linear terms into $(\delta/a)(2z\coth z-2)$. Since $2z/a=1/\lambda$,

$$
\frac{\rho_{\rm ext}}{\rho_c}-1=\frac aW\left[\frac{\delta}{\lambda}\left(\coth z-\frac1z\right)+\frac{\delta^2}{2\lambda^2}\right]>0 .
$$

The inequality follows from $z\cosh z>\sinh z$: the difference of the two sides vanishes at $z=0$ and has the derivative $z\sinh z>0$. In this model a centred contact with equal flanks therefore gives an overestimate for every finite $\rho_c>0$.

If all the overlap is on the far flank, $\delta_n=0$ and the error is negative. With a far overlap of 2 µm and the same pad width of 6 µm, the extracted value is 16.7 Ω µm², or 0.67 of the truth. One third of the feed current now enters the contact through its far edge and is absorbed within a few transfer lengths of it. The tap, eight transfer lengths away, hardly registers that current and sees a potential below the contact average.

## The number taken apart

For the centred device, $L=a=4$ µm, $\delta=1$ µm, $W=6$ µm and $z=4$. The reading has three parts. The interface itself gives

$$
\frac{\rho_c}{A}=\frac{25}{16}=1.56\ \Omega .
$$

The edge of the contact lies above the contact average by

$$
\frac{R_s\lambda\delta}{LW}\left(\coth z-\frac1z\right)=\frac{100\times0.5\times1}{24}\,(1.0007-0.25)=1.56\ \Omega .
$$

The near agreement of these two parts is an accident of the chosen parameters. The drop across the near flank is

$$
\frac{R_s\delta^2}{2LW}=\frac{100\times1}{48}=2.08\ \Omega .
$$

The sum is 5.21 Ω, and $5.21\times16\approx83.4$ Ω µm². In customary units, a contact of $2.5\times10^{-7}$ Ω cm² is reported as $8.3\times10^{-7}$ Ω cm². Seventy per cent of the reading is sheet resistance.

A direct two-dimensional solution of the sheet equation, which does not use the average over $x$, gives 83.40 Ω µm² against 83.36 from the formula. Equal, unequal and one-sided flanks were tested in this way at $\rho_c=25$ Ω µm² and agree within 0.3 per cent. This confirms the algebra. It does not test the assumptions that both calculations share.

## Good contacts and poor contacts

For equal flanks the extracted value can be written as

$$
\rho_{\rm ext}=\frac aW\left[\rho_c+\delta\sqrt{R_s\rho_c}\,\coth z+\frac{R_s\delta^2}{2}\right].
$$

As $\rho_c\to0$, $z$ grows without limit, $\coth z\to1$, and the first two terms vanish. What remains is a floor,

$$
\rho_{\rm ext}\to\frac{R_sa\delta^2}{2W}=\frac{100\times4\times1}{12}=33.3\ \Omega\,\mu\text{m}^2,
$$

which contains no property of the interface. Its value belongs to the uniform feed and the thin sheet: real arms give a lower floor, a layer of finite thickness a higher one. A contact with $\rho_c=0.25$ Ω µm² reads 36.8 Ω µm², about 150 times too much. Improving it from 2.5 to 0.25 Ω µm², a factor of ten, moves the reading only from 45.5 to 36.8 Ω µm². A series of steadily better contacts would appear to stop improving.

For large $\rho_c$, $z$ is small and $\coth z-1/z\approx z/3=a/(6\lambda)$. Multiplying the relative excess by $\rho_c=R_s\lambda^2$ gives a constant absolute excess,

$$
\rho_{\rm ext}-\rho_c\to\frac{R_sa}{W}\left(\frac{a\delta}{6}+\frac{\delta^2}{2}\right)=77.8\ \Omega\,\mu\text{m}^2 .
$$

The absolute error is larger here than at the floor, but its relative weight fades. At $\rho_c=2500$ Ω µm² the reading is 2577 Ω µm², an error of 3 per cent of the true value. The belief is thus a good approximation for sufficiently resistive contacts.

The condition on the layout also follows. For small $\delta$ the relative error is $(\delta/\lambda)(\coth z-1/z)$ to first order. When the contact is many transfer lengths wide, this is close to $\delta/\lambda$. The overlap must then be small compared with the transfer length; being small compared with the contact is not enough. As $\rho_c$ falls, $\lambda$ shrinks, and a fixed alignment margin becomes steadily more harmful.

## Can the error be removed afterwards?

If $R_s$, $a$ and $\delta$ are known, the formula can be solved for $\rho_c$, provided the reading lies above the floor. The solution is unique because each $\rho_c$-dependent term in the bracket increases with $\rho_c$. For the middle term this is seen by writing it as $R_s\delta\lambda\coth[a/(2\lambda)]$: as $\lambda$ grows, both $\lambda$ and the hyperbolic cotangent grow. Applied to the two-dimensional reading of the centred device, the inversion returns 25.03 Ω µm², within about 0.1 per cent of the value put in. That reading comes from the same idealised model, so the agreement says nothing about a real layout. If the sheet resistance under the contact were 50 or 200 Ω per square while 100 is assumed, the same inversion would return about 18 or 36 Ω µm².

Near the floor this correction becomes fragile. At $\rho_c=0.25$ Ω µm² only $36.8-33.3=3.5$ Ω µm² of the reading depends on the interface. The floor varies as $\delta^2/W$ with $W=a+2\delta$, so a small relative change in $\delta$ changes it by $2-2\delta/W=5/3$ times as much. A 10 per cent error in $\delta$ therefore shifts the floor by about 5.6 Ω µm², more than the whole signal. The sheet model itself also weakens here: $\lambda$ is only 0.05 µm, and a uniform layer 0.1 µm thick raises the floor to about 36 Ω µm² and makes the inversion return about twice the true $\rho_c$.

## Overlap all round, and real arms

A contact window set inside its pad has overlap in front and behind as well. Then $\chi$ depends on $x$, and the averaged equation no longer closes under the contact. In the strip between contact and tap it still holds, with $L$ replaced by the full pad length. For 1 µm of overlap on all four sides the pad is 6 µm by 6 µm, and the drop across that strip is

$$
\frac{R_s\delta^2}{2\times6\times6}=\frac{100}{72}=1.39\ \Omega .
$$

The rest needs the two-dimensional solution. With ideal feed and tap it gives 109 Ω µm², 4.4 times the true value. This is a result for one geometry; the sign proof above covers flank overlap alone.

Replacing the ideal feed and tap by semiconductor arms 9 µm long and as wide as the pad changes the reading to 112 Ω µm², 4.5 times the truth. The same replacement exposes a limit of the aligned case. Without any overlap, the device with real arms reads about 26.5 Ω µm², some 6 per cent too high, where the ideal one was correct. (Grids of 0.10 and 0.05 µm give 26.26 and 26.42, still rising slightly.) The averaged equation shows where this error enters. The local currents through the tap mouth sum to zero, so with a uniform feed they would leave the average reading exactly right. But they disturb the potential in the pad, and the current arriving from a real feed arm is then no longer uniform over the edge $x=0$. The source term $s$ now depends on $y$, and the constant solution is lost. With flank overlap the feed is non-uniform for a stronger reason, even without a tap arm: in a real feed arm the current already bends towards the contact before it reaches $x=0$, so the flanks receive less than the share $\delta/W$. With both arms the centred flank device reads about 75 rather than 83.4 Ω µm², its floor drops to about 22 Ω µm², and inverting the formula returns about 19 in place of 25 Ω µm². The flank formula should therefore not be used unchanged to correct a real cross-shaped device. That task calls for a solution of the sheet equation in the actual layout.

The Kelvin connection does remove the resistance of leads that carry no current. It cannot remove a potential difference inside the sheet between the contact and the tap, and for the centred device with flank overlap and a uniform feed that difference supplies 3.65 of the 5.21 Ω. The remaining values, including the full scan over $\rho_c$ and the comparison of two grids for the real arms, are in the numerical output.

## Numbers as computed

```
sheet resistance: 100.0 ohm per square
true contact resistivity: 25.00 ohm um^2
true contact resistivity: 2.500e-07 ohm cm^2
contact length and width: 4.00, 4.00 um
contact area: 16.00 um^2
overlap on each flank: 1.00 um
pad width: 6.00 um
transfer length: 0.500 um
ratio z = a/(2 lam): 4.000
true contact resistance: 1.5625 ohm
NO OVERLAP, IDEAL FEED AND TAP
front/back potential ratio, formula: 1490.5
extracted, 2D: 25.0000 ohm um^2
EQUAL FLANK OVERLAPS
Kelvin resistance, formula: 5.2097 ohm
Kelvin resistance, 2D: 5.2123 ohm
sheet excess under contact, formula: 1.5639 ohm
drop in tap-side overlap, formula: 2.0833 ohm
drop in tap-side overlap, 2D: 2.0833 ohm
extracted, formula: 83.356 ohm um^2
extracted, formula: 8.336e-07 ohm cm^2
extracted, 2D: 83.397 ohm um^2
extracted/true, formula: 3.3342
recovered from 2D reading: 25.031 ohm um^2
SCAN: true, extracted formula, extracted 2D (ohm um^2)
  0.25, 36.833, 37.227
  2.50, 45.541, 45.672
  25.00, 83.356, 83.397
  250.00, 323.660, 323.677
  2500.00, 2577.311, 2577.325
floor at vanishing contact resistivity: 33.333 ohm um^2
large-resistivity excess, formula: 77.778 ohm um^2
large-resistivity excess, 2D: 77.787 ohm um^2
ALL SIDE OVERLAP ON FAR FLANK
far overlap: 2.00 um
extracted, formula: 16.711 ohm um^2
extracted, 2D: 16.712 ohm um^2
extracted/true, formula: 0.6685
OVERLAP ON FOUR SIDES, IDEAL FEED AND TAP
extracted, 2D: 109.137 ohm um^2
extracted/true, 2D: 4.365
tap-side drop, formula: 1.3889 ohm
tap-side drop, 2D: 1.3889 ohm
REAL ARMS, each 9.0 um long; grids 0.10 and 0.05 um
no overlap, extracted: 26.26, 26.42 ohm um^2
no overlap, extracted/true on fine grid: 1.057
four-side overlap, extracted: 111.75, 111.79 ohm um^2
four-side overlap, extracted/true on fine grid: 4.472
```
